# Why Compact 2p and 3d Pseudo-Orbitals Need High Plane-Wave Cutoffs

**Question.** Oxygen 2p and sulfur 3p are valence orbitals with the same angular momentum and similar energies. A pseudopotential makes both nodeless. Why does a norm-conserving pseudopotential nevertheless need a much higher plane-wave cutoff for oxygen, and why do 3d orbitals behave like oxygen 2p?

**Answer.**

## The mechanism: no core state to stay clear of

Consider a neutral, spherical, non-relativistic atom without spin polarization, in the local density approximation (LDA). Hartree atomic units are used. Write the radial function as $u(r)=rR(r)$, with $\int_0^\infty u^2dr=1$. It obeys

$$
u''=\left[\frac{l(l+1)}{r^2}+2(V-\varepsilon)\right]u. \tag{1}
$$

Take two bound solutions $u_a,u_b$ with the same $l$ in the same potential. Multiply the equation for $u_b$ by $u_a$, the equation for $u_a$ by $u_b$, and subtract. The centrifugal and potential terms cancel:

$$
(u_au_b'-u_bu_a')'=u_au_b''-u_bu_a''=2(\varepsilon_a-\varepsilon_b)u_au_b .
$$

The bracket on the left vanishes at the origin and at infinity, so integration gives $\int u_au_b\,dr=0$ when the energies differ. The lowest solution for a given $l$ has no node. A higher one must therefore change sign, so that its positive and negative overlaps with the lowest cancel.

In sulfur the lowest p solution is the 2p core state, with energy $-5.75$ Ha and its maximum at 0.33 bohr. The valence 3p state has one node, and its outer maximum is at 1.60 bohr. In oxygen the lowest p solution is itself the valence state. No p core state forces a node on it, and its maximum is at 0.81 bohr. The valence energies are $-0.338$ Ha for O 2p and $-0.262$ Ha for S 3p, so the factor of two in size does not come with a large difference in binding.

The same holds for 3d, the lowest d solution. In manganese the 3d maximum is at 0.755 bohr, while that of 4s, which has three s core states below it, is at 2.52 bohr.

A pseudopotential removes the core states and the nodes they caused. It does not remove the compactness of an orbital that had no such node. Nodelessness by itself is not the difficulty: a nodeless orbital can be wide, and a control case below tests that. The difficulty is a compact orbital at valence energy.

## From the orbital to a cutoff

A plane-wave basis keeps momenta up to $K$, with cutoff energy $E_{\rm cut}=K^2/2$. To see what is lost, insert

$$
e^{-i\mathbf k\cdot\mathbf r}=4\pi\sum_{lm}(-i)^l j_l(kr)Y_{lm}(\hat{\mathbf k})Y_{lm}^*(\hat{\mathbf r})
$$

into the Fourier transform with prefactor $(2\pi)^{-3/2}$. The angular integral selects one $l,m$, and $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$. Multiplying the radial part by $k$, and leaving out the phase $(-i)^l$, gives

$$
\tilde u(k)=\sqrt{\frac2\pi}\int_0^\infty u(r)\,kr\,j_l(kr)\,dr . \tag{2}
$$

The factor $k$ absorbs the volume element $k^2dk$, so $\int_0^\infty|\tilde u|^2dk=1$. Thus $|\tilde u(k)|^2$ is the probability density of the momentum's magnitude. The kinetic energy outside the basis is

$$
\Delta T(K)=\int_K^\infty\frac{k^2}{2}|\tilde u(k)|^2dk. \tag{3}
$$

This quantity also estimates the energy error. Split an eigenfunction into kept and discarded parts, $\psi=\psi_K+\delta$. From $(H-\varepsilon)\psi=0$ follows $(H-\varepsilon)\psi_K=-(H-\varepsilon)\delta$. Using this relation twice, with $H$ Hermitian,

$$
\begin{aligned}
\langle\psi_K|H-\varepsilon|\psi_K\rangle
&=-\langle\psi_K|H-\varepsilon|\delta\rangle
=\langle\delta|H-\varepsilon|\delta\rangle\\
&=\Delta T+\langle\delta|V|\delta\rangle-\varepsilon\langle\delta|\delta\rangle .
\end{aligned}\tag{4}
$$

Every momentum in $\delta$ has $k\ge K$, so $\langle\delta|\delta\rangle\le\Delta T/E_{\rm cut}$. The last two terms are therefore small compared with $\Delta T$ when $E_{\rm cut}$ is large compared with the potential and the orbital energy. Dividing (4) by $\langle\psi_K|\psi_K\rangle$ gives a variational upper bound on the error of the lowest level. Re-optimizing the coefficients can lower the error further.

The criterion used here is $\Delta T=1$ mHa per electron.

## How size enters

Stretch an orbital by a factor $s$ at fixed norm: $u_s(r)=s^{-1/2}u(r/s)$. Substituting $r=sx$ in (2) gives a factor $s$ from $dr$, hence $\tilde u_s(k)=s^{1/2}\tilde u(sk)$. In (3), set $q=sk$, so that $k^2=q^2/s^2$ and $dk=dq/s$:

$$
\Delta T_s(K)=\int_{sK}^\infty\frac{q^2}{2s^2}\,s\,|\tilde u(q)|^2\frac{dq}{s}
=\frac1{s^2}\Delta T(sK). \tag{5}
$$

The whole kinetic energy also falls as $s^{-2}$. At a fixed fraction of missing kinetic energy, $K$ therefore scales as $1/s$ and the cutoff as $1/s^2$. At a fixed absolute error $\tau$ the condition is $\Delta T(sK)=s^2\tau$. For $s>1$ this is a looser condition on the original orbital, so the cutoff falls faster than $1/s^2$.

## What norm conservation adds

A pseudo-orbital equals the all-electron orbital beyond a radius $r_c$ and is smoother inside. Norm conservation requires the same charge inside $r_c$. The reason is scattering: the potential must also work at energies other than $\varepsilon$.

Let a dot denote $\partial/\partial\varepsilon$ for the solution regular at the origin, and call the square bracket in (1) $a$. Then $u''=au$ and $\dot u''=a\dot u-2u$, so

$$
(u\dot u'-u'\dot u)'=u\dot u''-u''\dot u=-2u^2 .
$$

Integrate from 0 to $R$; the lower limit contributes nothing. Division by $u(R)^2$ turns the left side into the derivative of $u'/u$:

$$
\frac{\partial}{\partial\varepsilon}\left(\frac{u'}{u}\right)_R=-\frac{2}{u(R)^2}\int_0^R u^2dr. \tag{6}
$$

For $R\ge r_c$ the two orbitals agree at $R$. If their enclosed charges also agree, their logarithmic derivatives agree to first order in energy. For O 2p at $R=2.4$ bohr, outward integration gives slopes of $-15.506$ for the all-electron potential and $-15.508$ for the pseudopotential, in 1/(Ha bohr). The right side of (6) is $-15.506$.

The price is that charge may not be moved out of the sphere or dropped to make the function smoother.

## The softest orbital allowed

A cutoff from one pseudization recipe could reflect the recipe. It is better to ask for the softest pseudo-orbital at a given $r_c$. With $t=1-r^2/r_c^2$, let

$$
u_{\rm ps}=r^{l+1}\left[\sum_{m=0}^{3}a_mt^m+t^4p(t)\right],\qquad r<r_c, \tag{7}
$$

where $p$ is a polynomial with six free coefficients $y$. The four $a_m$ match $u$ and its first three derivatives at $r_c$. The term in $t^4$ cannot disturb this match, since it vanishes there together with its first three derivatives. By (1), the pseudopotential is then continuous at $r_c$ with a continuous first derivative.

The orbital is linear in $y$, so $\Delta T$ and the norm are quadratic:

$$
\Delta T=y^{T}Ay+2b^{T}y+c,\qquad \mathcal N=y^{T}Sy+2g^{T}y+n_0 .
$$

Here $A,b,c$ depend on $K$. The norm condition is $\mathcal N=1$. With a multiplier $\nu$, setting the gradient of $\Delta T+\nu(\mathcal N-1)$ to zero gives

$$
(A+\nu S)y=-(b+\nu g). \tag{8}
$$

Choose $\nu$ so that $\mathcal N=1$ and $A+\nu S$ is positive definite. Then $\Delta T+\nu(\mathcal N-1)$ is convex and $y$ is its global minimum. On all functions with $\mathcal N=1$ it equals $\Delta T$, so $y$ also gives the smallest $\Delta T$ at that norm. Increasing $K$ until this minimum reaches 1 mHa gives the cutoff. Setting $\nu=0$ and dropping the norm condition gives the corresponding cutoff with the norm released.

The result is a minimum for this smoothness and polynomial space. For O 2p, eight free coefficients instead of six lower it by about 2%. The sensitivity differs between orbitals. At the radii chosen below (1.3 times the outer maximum), sixteen coefficients lower the cutoff by about 5% for O 2p and Mn 3d, 2% for S 3p and 17% for Mn 4s, and the O/S ratio moves from 6.1 to 5.9. Cutoffs quoted below use six coefficients unless stated otherwise.

## Oxygen and sulfur in momentum space

Place $r_c$ at 1.3 times the outer maximum in both atoms:

$$
r_c^{\rm O}=1.3\times0.813=1.06,\qquad r_c^{\rm S}=1.3\times1.598=2.08\ \text{bohr}.
$$

The momentum densities $|\tilde u(k)|^2$, in bohr, are:

| $k$ (1/bohr) | O 2p pseudo | S 3p pseudo | S 3p all-electron |
|---:|---:|---:|---:|
| 1 | 0.48 | 0.89 | 0.87 |
| 2 | 0.34 | 0.13 | 0.11 |
| 3 | 0.14 | 0.0050 | $1\times10^{-7}$ |
| 5 | 0.018 | $5\times10^{-6}$ | 0.013 |
| 8 | $1\times10^{-4}$ | $7\times10^{-7}$ | 0.005 |

The all-electron sulfur density nearly vanishes at $k=3$ and rises again at higher momentum. The pseudo-orbital does not show this second hump. It has only small ripples there, the largest about $3\times10^{-5}$ bohr near $k=4.4$ per bohr, against 0.013 bohr at the top of the all-electron hump. Since the two orbitals differ only inside $r_c$, the hump comes from the inner structure that pseudization removed. The kinetic energy of S 3p drops from 1.95 to 0.69 Ha. That of O 2p drops merely from 2.55 to 2.30 Ha: its all-electron momentum density has a single hump, so there is no second one to remove.

The cutoffs follow:

$$
E_{\rm cut}^{\rm O}=34.8\ \text{Ha}\ (948\ \text{eV}),\qquad
E_{\rm cut}^{\rm S}=5.7\ \text{Ha}\ (155\ \text{eV}).
$$

Without pseudization, oxygen would need about 344 Ha and sulfur more than 1000 Ha. Both figures are lower estimates, because the momentum grid ends at 60 per bohr; this matters mainly for sulfur, whose cutoff momentum of about 46 per bohr lies close to that limit. Pseudization thus gains a factor of about 10 for oxygen and more than 180 for sulfur.

The cutoff ratio is $34.82/5.68=6.1$, while the squared ratio of peak radii is $(1.598/0.813)^2=3.9$. An excess over the square is the direction expected from (5) at fixed absolute error. The two orbitals are not stretched copies of each other, so (5) does not predict the ratio itself.

The number of plane waves in a cell of volume $\Omega$ is the volume of the momentum sphere divided by $(2\pi)^3/\Omega$, or $\Omega K^3/(6\pi^2)$. It grows as $E_{\rm cut}^{3/2}$. In equal cells, oxygen would need $6.13^{3/2}\approx15$ times as many plane waves as sulfur by this criterion.

As a check on (4), each pseudopotential was diagonalized in a spherical-Bessel basis truncated at its own cutoff. Relative to a basis reaching 40 per bohr, the level errors are 0.93 mHa for O 2p and 1.22 mHa for S 3p. The last two terms of (4) are small: for S 3p they are $-0.04$ and $+0.035$ mHa. The sulfur error exceeds 1 mHa because the basis lives in a sphere of radius 18 bohr and has discrete momenta, the highest of which lies 0.14 per bohr below $K$. For sphere radii from 18 to 40 bohr the error moves between about 0.7 and 1.3 mHa for S 3p and between about 0.9 and 1.1 mHa for O 2p.

## Separating the causes

**Nodelessness or size?** A 2p orbital in a Coulomb potential $-Z/r$ has $u\propto r^2e^{-Zr/2}$. Setting $u'=0$ gives a maximum at $r=4/Z$. With $Z=2.50$ it peaks where S 3p does. This orbital has no node even before pseudization, yet its cutoff is 7.0 Ha, close to that of sulfur and one fifth of that of oxygen. Size matters here, not the absence of a node.

**Compactness or the norm condition?** With the norm released at the same $r_c$, the oxygen cutoff falls from 34.8 to 19.1 Ha and the sulfur cutoff from 5.7 to 4.2 Ha. The softest oxygen function then holds 0.33 electron inside $r_c$ instead of the required 0.47. Norm conservation therefore costs oxygen a factor of 1.8 and sulfur a factor of 1.3. A ratio of 4.5 between the atoms remains without it. For this pair, compactness is the larger cause. Norm conservation raises every cutoff here, but its cost is not tied to compactness: the wide model 2p pays $6.96/4.01=1.7$, and Mn 4s pays $1.59/0.70=2.3$ against 1.7 for Mn 3d. Methods that release the norm must restore the missing charge and the scattering by other means.

**Why not enlarge $r_c$ for oxygen?** The table gives the norm-conserving cutoff and the largest error in $\arctan(u'/u)$ at 2.4 bohr, for energies within 0.5 Ha of the orbital energy.

| $r_c$ (bohr) | cutoff (Ha) | phase error (rad) |
|---:|---:|---:|
| 0.81 | 52.2 | 0.001 |
| 1.06 | 34.8 | 0.005 |
| 1.30 | 24.8 | 0.016 |
| 1.63 | 16.9 | 0.049 |

A larger sphere does soften the orbital, but going from 1.06 to 1.63 bohr halves the cutoff and makes the scattering error ten times larger. Equation (6) protects the first order in energy, not the higher orders. In a molecule or solid there is also a geometric limit: once the spheres of neighbouring atoms overlap, the orbitals are altered in the bonding region. Even at 1.63 bohr, oxygen needs three times the cutoff of sulfur at 2.08 bohr.

**What if sulfur is given the oxygen radius?** With $r_c=1.06$ bohr, S 3p needs 31.2 Ha, against 34.8 Ha for oxygen, although it holds just 0.09 electron inside. This figure is sensitive to the polynomial space: twelve free coefficients give 24.9 Ha, against 33.4 Ha for oxygen, which is still more than four times the sulfur cutoff at 2.08 bohr. A small enclosed charge therefore does not make an orbital soft; the radius of the sphere in which it must be reshaped matters. Much of the cost comes from the norm condition: with the norm released at this radius, the cutoff falls from 31.2 to 13.6 Ha, a factor of 2.3 (from 24.9 to 11.6 Ha, a factor of 2.1, with twelve coefficients), while the charge inside changes only from 0.089 to 0.081 electron. Sulfur is soft here partly because the rule gives its wide orbital a wide sphere. The sphere alone does not explain the difference: with the same $r_c=2.08$ bohr, O 2p would still need 10.9 Ha, and its phase error at 2.4 bohr would rise to 0.16 rad. The wide sphere does not cost sulfur accuracy by the measure of the table: at $r_c=2.08$ bohr its error is 0.002 rad, against 0.005 rad for oxygen at 1.06 bohr. Measured in $\arctan(Ru'/u)$ at the same multiple of the peak radius ($R=2.4$ bohr for oxygen, 4.7 bohr for sulfur), the error is a few thousandths of a radian in both atoms. The sulfur function at 1.06 bohr is nodeless.

## The 3d case and the limits of the numbers

For Mn 3d the same rule gives $r_c=0.98$ bohr and a cutoff of 63 Ha (1719 eV). For Mn 4s it gives 3.27 bohr and 1.6 Ha (43 eV). Both orbitals belong to the same atom, and their cutoffs differ by a factor of 40 (about 46 with sixteen free coefficients). Their angular momenta differ too, so this factor is not due to size alone. One plane-wave basis must serve all orbitals, so the 3d orbital sets the cutoff.

Releasing the norm lowers the 3d cutoff to 37 Ha. For 4s the softest released function holds more charge inside $r_c$ than the true orbital, 0.71 against 0.62 electron. Norm conservation thus does not force charge inward in every case; it does so for O 2p, S 3p and Mn 3d here.

These cutoffs compare orbitals under one rule and are not settings for production calculations. A practical 3d potential may use a larger $r_c$ and accept larger scattering errors, while treating 3s and 3p as valence states adds further compact orbitals. The tolerance matters as well. The optimized O 2p orbital reaches 1 mHa at $K=\sqrt{2\times34.8}=8.3$ per bohr, but still has 0.23 mHa beyond 16 per bohr. The minimization limits the total beyond $K$, not how quickly the remainder fades, so a tighter tolerance calls for a new optimization. The check's output below gives the remaining values.

## Numbers as computed

```
criterion: missing kinetic energy 1.0 mHa; rc/peak = 1.3
orbital: nodes, energy (Ha), outer peak (bohr), kinetic energy (Ha)
  O 2p: 0, -0.3383, 0.813, 2.553
  S 3p: 1, -0.2616, 1.598, 1.947
  Mn 3d: 0, -0.2664, 0.755, 6.253
  Mn 4s: 3, -0.1912, 2.518, 1.084
  model 2p: 0, -0.7827, 1.598, 0.783
S 2p core: energy -5.751 Ha, peak 0.326 bohr
model nuclear charge 2.502
pseudo: rc (bohr), inner charge (e), cutoff (Ha), cutoff (eV), nodeless
  O 2p: 1.057, 0.469, 34.82, 948, True
  S 3p: 2.078, 0.575, 5.68, 155, True
  Mn 3d: 0.981, 0.459, 63.16, 1719, True
  Mn 4s: 3.273, 0.618, 1.59, 43, True
  model 2p: 2.078, 0.594, 6.96, 189, True
norm released: inner charge (e), cutoff (Ha)
  O 2p: 0.326, 19.12
  S 3p: 0.467, 4.25
  Mn 3d: 0.292, 36.90
  Mn 4s: 0.713, 0.70
  model 2p: 0.421, 4.01
momentum density (bohr): k (1/bohr), O pseudo, S pseudo, O all-el., S all-el.
  0.5: 1.53e-01, 5.33e-01, 1.53e-01, 5.29e-01
  1: 4.84e-01, 8.90e-01, 4.82e-01, 8.68e-01
  2: 3.35e-01, 1.34e-01, 3.31e-01, 1.06e-01
  3: 1.36e-01, 5.04e-03, 1.32e-01, 1.03e-07
  4: 5.14e-02, 1.39e-06, 5.07e-02, 9.73e-03
  5: 1.83e-02, 5.41e-06, 2.00e-02, 1.27e-02
  6: 5.60e-03, 3.46e-06, 8.35e-03, 1.03e-02
  8: 1.45e-04, 6.51e-07, 1.73e-03, 4.74e-03
all-electron cutoff: O 2p 344.2 Ha, S 3p 1040.5 Ha
pseudo kinetic energy: O 2p 2.295 Ha, S 3p 0.692 Ha
cutoff ratio O/S 6.13; squared peak ratio S/O 3.86
cutoff ratio Mn 3d/4s 39.8
level error at cutoff (mHa): O 2p 0.93, S 3p 1.22, Mn 3d 0.93
kinetic energy beyond 16/bohr (mHa): O 2p 0.2321, S 3p 0.0067, Mn 3d 0.3601
O cutoff with larger polynomial space 34.08 Ha
slope of u'/u at 2.4 bohr (1/(Ha bohr)): all-el. -15.506, pseudo -15.508, norm formula -15.506
O 2p scan: rc (bohr), cutoff NC (Ha), cutoff norm released (Ha),
  inner charge NC (e), released (e), phase error NC (rad), nodeless
  0.813, 52.24, 29.89, 0.301, 0.236, 0.0011, True
  1.057, 34.82, 19.12, 0.469, 0.326, 0.0050, True
  1.301, 24.82, 12.99, 0.612, 0.365, 0.0158, True
  1.626, 16.93, 8.27, 0.754, 0.356, 0.0494, True
S 3p with rc of O (1.057 bohr): inner charge 0.089 e, cutoff 31.16 Ha
```
